# Fluorescence rates from a Duschinsky generating function and the Strickler-Berg relation

## Two shortcuts that miss the rate

Suppose the absorption band of a molecule is known and its radiative rate is wanted. A quick scheme reflects the absorption band, divided by frequency, about the 0-0 line, calls the result the emission band, and weights it with the cube of the frequency. In the two-mode model used below, where the excited state has softer, rotated modes, this overestimates the rate by 13.5% for one sense of the rotation and underestimates it by 2.4% for the other. A quicker scheme uses one absorption frequency for the whole molecule. It is 25% too high in the first of these cases, and 39% too high when the two bands are perfect mirror images.

The Strickler-Berg relation also obtains the rate from absorption, so it is tempting to blame it for the same fault. To decide, one needs a rate that assumes no symmetry between the bands, and a clear account of what the relation takes from each band.

The setting is an isolated molecule in vacuum with nondegenerate electronic states $g$ and $e$. Both absorption and emission start from the lowest vibrational level of the initial state, and both potential surfaces are harmonic. The rate $k$ is the radiative rate alone; competing nonradiative decay would shorten the measured lifetime. At first the transition dipole $\mu$ is independent of the nuclear coordinates (the Condon approximation).

## What each band measures

For emission at angular frequency $\omega$ into a mode with polarization $\mathbf e$ in a volume $V$, the squared coupling is $\hbar\omega|\boldsymbol\mu\cdot\mathbf e|^2/(2\varepsilon_0V)$. The number of modes per unit frequency and solid angle is $V\omega^2/(8\pi^3c^3)$ for each polarization. The two polarizations together give $\mu^2\sin^2\theta$, whose integral over directions is $8\pi\mu^2/3$. The golden rule then yields

$$
A=\frac{2\pi}{\hbar^2}\,\frac{\omega^2}{8\pi^3c^3}\,\frac{\hbar\omega}{2\varepsilon_0}\,\frac{8\pi\mu^2}{3}
=\frac{\omega^3\mu^2}{3\pi\varepsilon_0\hbar c^3}.
$$

For absorption, a field of amplitude $E_0$ couples through $\boldsymbol\mu\cdot\mathbf e\,E_0/2$. Averaging over orientations gives the factor $1/3$, so the rate is $(2\pi/\hbar^2)(\mu^2E_0^2/12)\,\delta(\omega-\omega_n)$. Multiplying by $\hbar\omega$ and dividing by the intensity $\varepsilon_0cE_0^2/2$ gives the cross section

$$
\sigma(\omega)=\frac{\pi\omega\mu^2}{3\varepsilon_0\hbar c}\,\delta(\omega-\omega_n).
$$

A vibronic line carries the weight $p_n=|\langle n|0\rangle|^2$, the squared overlap of the two vibrational states. With wavenumber $\nu=\omega/(2\pi c)$, summing the emission lines gives

$$
k=\frac{8\pi^2\mu^2}{3\varepsilon_0\hbar}\langle\nu^3\rangle,\qquad
\langle\nu^3\rangle=\sum_n|\langle n_g|0_e\rangle|^2\nu_n^3 .
$$

In absorption, $\delta(\omega-\omega_n)=\delta(\nu-\nu_n)/(2\pi c)$. Dividing by $\nu$ removes the only frequency factor:

$$
\int\frac{\sigma}{\nu}\,d\nu=\frac{\pi\mu^2}{3\varepsilon_0\hbar c}\sum_m|\langle m_e|0_g\rangle|^2=\frac{\pi\mu^2}{3\varepsilon_0\hbar c}.
$$

The sum is one because the vibrational states of $e$ are complete. This absorption integral therefore measures $\mu^2$ and nothing about the band shape. Eliminating $\mu^2$ gives

$$
k=8\pi c\,\langle\nu^3\rangle\int\frac{\sigma}{\nu}\,d\nu .
$$

The cubic average belongs to emission and can be read from the emission spectrum. Let $I(\nu)$ count photons per wavenumber interval, so $I\propto\nu^3F$, where $F$ is the distribution of the weights $p_n$. Then

$$
\langle\nu^{-3}\rangle^{-1}\equiv\frac{\int I\,d\nu}{\int\nu^{-3}I\,d\nu}=\frac{\int\nu^3F\,d\nu}{\int F\,d\nu}=\langle\nu^3\rangle .
$$

With molar absorptivity $\epsilon$ in L/(mol cm) and $\nu$ in cm$^{-1}$, $\sigma=1000\ln10\,\epsilon/N_A$ in cm$^2$, and the Strickler-Berg relation reads

$$
k=\frac{8000\pi c\ln10}{N_A}\,\langle\nu^{-3}\rangle^{-1}\int\frac{\epsilon}{\nu}\,d\nu ,
$$

with $c$ in cm/s. The constant is $2.881\times10^{-9}$ in these units. This is the vacuum form. For spectra taken in a solvent of refractive index $n$, nearly constant across both bands, the right-hand side is multiplied by $n^2$, about 1.8 in water. Mirror symmetry was not used. The derivation needs a constant dipole, complete final states, and an absorption integral that covers this electronic transition and no other.

One reservation concerns the harmonic model itself. Its ladder has no top, so some formal lines lie at $\nu_n\le0$ and do not emit. If their total weight is $p$, then $\int F\,d\nu$ over real emission is $1-p$, and the relation acquires a factor $1/(1-p)$. In the model below $p$ is at most about $2\times10^{-7}$. For a small electronic gap or very strong displacement it need not be small, and the model then fails.

## Why summing overlaps one by one is the wrong design

What remains is $\langle\nu^3\rangle$. The direct route calculates every overlap $\langle n_g|0_e\rangle$, but their number grows rapidly with the number of modes. A generating function contains them all in matrices whose size is the number of modes $N$.

Set $\hbar=1$ in the vibrational problem and measure its energies in cm$^{-1}$. Let $q$ be the mass-weighted normal coordinates of $g$, with diagonal frequency matrix $W$. Those of $e$ are $Q=J(q-d)$, with frequencies $W_e$; the orthogonal matrix $J$ is the Duschinsky rotation and $d$ is the displacement of the minimum. The ground state of $e$ is proportional to $e^{-Q^TW_eQ/2}$, so in the coordinates of $g$ its width matrix is $A=J^TW_eJ$. In dimensionless coordinates $x=W^{1/2}q$, put

$$
\delta=W^{1/2}d,\qquad \tilde A=W^{-1/2}AW^{-1/2},
$$

$$
\psi(x)=\left(\frac{\det\tilde A}{\pi^N}\right)^{1/4}e^{-(x-\delta)^T\tilde A(x-\delta)/2}.
$$

Define $Z=\mathrm{diag}(z_j)$ and

$$
G(Z)=\sum_n|\langle n_g|0_e\rangle|^2\prod_jz_j^{n_j}.
$$

This is $\int\!\!\int\psi(x)\,K(x,y)\,\psi(y)\,dx\,dy$, where $K$ is a product over modes of $K_z=\sum_nz^n\varphi_n(x)\varphi_n(y)$, with $\varphi_n$ the oscillator functions. With $s=(x+y)/\sqrt2$, $u=(x-y)/\sqrt2$ and $\tau=(1-z)/(1+z)$, the Mehler kernel is

$$
K_z=\frac{1}{\sqrt{\pi(1-z^2)}}\,e^{-(\tau s^2+u^2/\tau)/2}.
$$

To prove it, let $H_x$ and $H_y$ be the oscillator Hamiltonians in $x$ and $y$. First, $H_x-H_y=-\partial_s\partial_u+su$ annihilates the Gaussian, because $\partial_s\partial_uK_z=(\tau s)(u/\tau)K_z$. Second, $\frac12(H_x+H_y-1)K_z$ equals

$$
\tfrac14\left[(1-\tau^2)s^2+(1-\tau^{-2})u^2+\tau+\tau^{-1}-2\right]K_z .
$$

This is $z\partial_zK_z$: $d\tau/dz=-2/(1+z)^2$ and $1-\tau^2=4z/(1+z)^2$ match the quadratic terms, and both constants are $z^2/(1-z^2)$. Hence the coefficient of $z^n$ is an eigenfunction with $n$ quanta in $x$ and in $y$, namely $c_n\varphi_n(x)\varphi_n(y)$. Finally, setting $y=x$ and integrating gives $\sum_nc_nz^n=1/(1-z)$, so every $c_n=1$.

In the variables $s$ and $u$, now vectors, the two exponents of $\psi(x)\psi(y)$ combine into

$$
-\tfrac12(s-\sqrt2\delta)^T\tilde A(s-\sqrt2\delta)-\tfrac12u^T\tilde Au .
$$

With $T=(1-Z)(1+Z)^{-1}$, the integrals over $s$ and $u$ separate. Each contributes $(2\pi)^{N/2}$, and together with the normalization $\pi^{-N}$ this leaves $2^N$:

$$
G=\frac{2^N\sqrt{\det\tilde A}\;e^{-\delta^T\tilde A(\tilde A+T)^{-1}T\delta}}{\sqrt{\det(1-Z^2)\det(\tilde A+T)\det(\tilde A+T^{-1})}} .
$$

The exponent comes from completing the square: $\tilde A-\tilde A(\tilde A+T)^{-1}\tilde A=\tilde A(\tilde A+T)^{-1}T$.

This form is awkward numerically, since $T^{-1}$ diverges at $z=1$, just where the moments are needed. The divergence is removable. Define

$$
B=(1+\tilde A)^{-1}(1-\tilde A),
$$

so that $1-\tilde A=B(1+\tilde A)$. Then

$$
\tilde A+T=(1+Z)^{-1}(1-ZB)(1+\tilde A),
$$

$$
\tilde A+T^{-1}=(1-Z)^{-1}(1+ZB)(1+\tilde A).
$$

The determinants of $1\pm Z$ cancel. Using $4\tilde A(1+\tilde A)^{-2}=1-B^2$ in the prefactor and $\tilde A(1+\tilde A)^{-1}=\frac12(1-B)$ in the exponent,

$$
G(Z)=\sqrt{\frac{\det(1-B^2)}{\det(1-ZB)\det(1+ZB)}}\;e^{-\frac12\delta^T(1-B)(1-ZB)^{-1}(1-Z)\delta}.
$$

At $Z=1$ this gives $G=1$, the required normalization.

The square root could jump between branches when $Z$ becomes complex. An eigenvalue $a>0$ of $\tilde A$ gives $(1-a)/(1+a)$ for $B$, so $\|B\|<1$. For $|z_j|\le1$ every eigenvalue $\lambda$ of $ZB$ obeys $|\lambda|<1$, and $1\pm\lambda$ has positive real part. Taking the principal root of each such factor is continuous and correct at $Z=0$, so no phase need be followed in time.

For absorption the same function serves with $W\to W_e$, $A\to JWJ^T$ and $d\to-Jd$. When the frequencies agree and $J=1$, $B=0$ and $G=\exp[-\sum_jS_j(1-z_j)]$ with Huang-Rhys factors $S_j=\delta_j^2/2$. The sign of $d$ drops out, and the two bands are mirror images.

## The rate without a spectrum, the bands with one

Let $h$ be the vibrational energy left in the final electronic state. An emission line lies at $\nu=\nu_{00}-h$, so the rate needs three moments:

$$
\langle\nu^3\rangle=\nu_{00}^3-3\nu_{00}^2\langle h\rangle+3\nu_{00}\langle h^2\rangle-\langle h^3\rangle .
$$

Setting $Z=e^{-rW}$ gives $G=\langle e^{-rh}\rangle$, whose Taylor coefficients are $(-1)^m\langle h^m\rangle/m!$. Repeated numerical differences would lose digits. Sampling a circle $r=\rho e^{i\theta_l}$ at $M$ equally spaced angles avoids this:

$$
\langle h^m\rangle\simeq\frac{(-1)^mm!}{M\rho^m}\sum_{l=1}^{M}G(e^{-r_lW})\,e^{-im\theta_l}.
$$

The truncation error comes from coefficients of order $m+M$ and higher; rounding error is amplified by $\rho^{-m}$, so the circle should not be made needlessly small. With $\rho$ equal to $0.3$ divided by the largest frequency, the circle reaches $|z_j|=e^{0.3}\approx1.35$, outside the unit disk. The branch argument above still holds, and $G$ stays analytic inside the circle, provided $1.35\,\|B\|<1$. In the model below $\|B\|=0.337$, and with 32 points the first moment agrees with its closed form to a relative $10^{-9}$. Stronger displacement calls for a smaller circle or more points; for very large Huang-Rhys factors $S$, where $G$ reaches about $e^{0.35S}$ on this circle and rounding dominates, only the smaller circle works. If distortion brings a singularity of $G$ inside the circle, only a smaller circle helps. The formal lines with $\nu\le0$ remain in these moments, but the cube of their small frequency suppresses them further.

The first moment has a direct reading. In the Gaussian state the kinetic energy is $\frac14\mathrm{tr}A$ and the coordinate covariance is $A^{-1}/2$. Subtracting the zero-point energy of $g$,

$$
\langle h\rangle=\tfrac12d^TW^2d+\tfrac14\mathrm{tr}(A+W^2A^{-1})-\tfrac12\mathrm{tr}W .
$$

The first term is the cost of displacement; the rest is the cost of having the wrong width.

The band shapes, needed to apply the Strickler-Berg relation as one would to spectra, follow from $Z=e^{iWt}$:

$$
F(h)=\frac1{2\pi}\int dt\,e^{-iht}\,G(e^{iWt})\,e^{-\Delta^2t^2/2}.
$$

The damping describes an ensemble whose 0-0 wavenumbers have standard deviation $\Delta$. It adds $3\Delta^2\langle\nu\rangle$ to the ensemble value of $\langle\nu^3\rangle$. The energy window must be generous. For $B=0$ the weights fall factorially, but for $B\ne0$ the function $G$ has singularities at finite $z$, and the tail falls roughly geometrically.

## A model in which the symmetry is broken gradually

Take $\nu_{00}=25000$ cm$^{-1}$, $\mu=5.0$ D, ground-state modes at 1400 and 600 cm$^{-1}$, and $S=(0.8,0.5)$, so $\delta=(1.265,1.000)$. A parameter $\lambda$ moves the excited-state frequencies linearly to 1150 and 450 cm$^{-1}$ and the rotation angle to $-30^\circ$, at fixed $d$ and $\nu_{00}$. The convention is $Q_1=\cos\theta\,(q_1-d_1)+\sin\theta\,(q_2-d_2)$.

At $\lambda=1$ the eigenvalues of $B$ are $-0.108$ and $0.337$. The 0-0 factor is 0.392 in both directions, since it is the same overlap. One quantum in the second mode has weight 0.107 in emission but 0.405 in absorption, so the bands are far from mirror images.

Displacement contributes $0.8\times1400+0.5\times600=1420$ cm$^{-1}$ to $\langle h\rangle$ in emission; the width terms raise it to 1581 cm$^{-1}$. The cubic average is, in units of $10^{12}$ cm$^{-3}$,

$$
15.625-2.965+0.477-0.035=13.10 .
$$

Multiplication by the rate factor $7.840\times10^{-6}$ s$^{-1}$ cm$^3$ gives $k=1.027\times10^8$ s$^{-1}$, a radiative lifetime of 9.74 ns.

The Strickler-Berg estimate from the broadened bands is

$$
2.881\times10^{-9}\times1.3103\times10^{13}\times2721.6=1.027\times10^8\ \mathrm{s}^{-1}.
$$

Its ratio to the sharp-line rate is 1.00012. The excess is the ensemble spread: for $\Delta=150$ cm$^{-1}$,

$$
\frac{3\Delta^2\langle\nu\rangle}{\langle\nu^3\rangle}=\frac{3\times150^2\times23419}{1.3101\times10^{13}}=1.2\times10^{-4}.
$$

The same ratio appears along the whole path. Meanwhile half the integrated absolute difference between the emission band and mirrored absorption, each normalized as $F$, grows from 0 to 0.43. Broken mirror symmetry does not harm the relation.

An independent calculation diagonalizes the excited-state Hamiltonian in the oscillator basis of $g$. At both ends of the path it confirms the moments and the rate, and at $\lambda=1$ also the individual Franck-Condon factors.

## Where the shortcuts lose accuracy

The mirror shortcut replaces $\langle(\nu_{00}-h)^3\rangle$ in emission by the same average over absorption, where $\langle h\rangle$ is only 416 cm$^{-1}$. Mean energies alone predict the ratio

$$
\left(\frac{25000-416}{25000-1581}\right)^3=1.157 .
$$

The actual ratio is 1.135. To see why, write $\bar\nu=\langle\nu\rangle$ and expand about it:

$$
\langle\nu^3\rangle=\bar\nu^3+3\bar\nu\,\mathrm{var}(\nu)+\langle(\nu-\bar\nu)^3\rangle .
$$

The variance of $h$ is $3.85\times10^6$ cm$^{-2}$ in emission and $0.22\times10^6$ cm$^{-2}$ in absorption. It raises the emission cube by 2.1% and the absorption cube by 0.1%, which brings the prediction to 1.134. The small remainder is the third central moment.

For the mirror estimate, the direction of rotation matters as much as its size. Turning the angle from $-30^\circ$ to $+30^\circ$ leaves the emission mean at 1581 cm$^{-1}$, but moves the absorption mean from 416 to 1754 cm$^{-1}$. The displacement energy on the excited surface is $\frac12d^TJ^TW_e^2Jd$. From $d_j=\delta_j/\sqrt{W_j}$, $d=(0.0338,0.0408)$. At $-30^\circ$ its component along the stiff mode nearly cancels:

$$
0.866\times0.0338-0.5\times0.0408=0.0089 .
$$

At $+30^\circ$ the terms add to 0.0497, and this mode alone costs $\frac12\times1150^2\times0.0497^2\approx1630$ cm$^{-1}$. The mirror estimate is then 2.4% too low instead of 13.5% too high, although the asymmetry measure at $\Delta=150$ cm$^{-1}$ is similar, 0.40 against 0.43. For such resolved bands the measure mostly counts lines that miss each other, and its size does not fix the error in the rate. With stronger broadening the two cases separate, 0.11 against 0.37 at $\Delta=400$ cm$^{-1}$, and in this model the measure then follows the size of the error, though not its sign.

The one-frequency shortcut sets $k=8\pi c\,\bar\nu_a^2\int\sigma\,d\nu$, with $\bar\nu_a=\int\sigma\,d\nu/\int(\sigma/\nu)\,d\nu=\nu_{00}+\langle h\rangle_{\rm abs}$. Since $\int\sigma\,d\nu=\bar\nu_a\int(\sigma/\nu)\,d\nu$, it replaces $\langle\nu^3\rangle$ by $\bar\nu_a^3$. For mirror-image bands with $\langle h\rangle\ll\nu_{00}$, the relative error is to first order $6\langle h\rangle/\nu_{00}$, here $6\times1420/25000=0.34$; the full value is 0.39. The cause is the Stokes shift, which mirror symmetry does not remove. At $\lambda=1$ the error falls to 0.25 because the absorption mean has moved towards the 0-0 line.

## What does break the Strickler-Berg relation

Let the dipole keep its direction but vary as $\mu(x)=\mu_0(1+g\cdot x)$, the linear Herzberg-Teller form. Line strengths become $|\langle n_g|\mu|0_e\rangle|^2$ in emission and $|\langle m_e|\mu|0_g\rangle|^2$ in absorption. The emission average now divides $\sum_n\nu_n^3|\langle n_g|\mu|0_e\rangle|^2$ by the total emission strength, while the absorption integral supplies the total absorption strength. Completeness turns both totals into expectation values. Apart from the negligible weight at $\nu\le0$,

$$
\frac{k_{\rm SB}}{k}=\frac{\langle0_g|\mu^2|0_g\rangle}{\langle0_e|\mu^2|0_e\rangle}
=\frac{1+\frac12g^Tg}{(1+g^T\delta)^2+\frac12g^T\tilde A^{-1}g}.
$$

The second form uses the mean position and covariance of $x$: $0$ and $\frac12$ in the ground state of $g$, $\delta$ and $\tilde A^{-1}/2$ in that of $e$. Absorption samples the dipole near one minimum, emission near the other. The ratio returns to one for $g=0$, and also for $\delta=0$ with $\tilde A=1$, when the two vibrational ground states coincide.

For $g=(0.1,0)$ and the symmetric surfaces of $\lambda=0$,

$$
\frac{k_{\rm SB}}{k}=\frac{1.005}{1.1265^2+0.005}=0.789 ,
$$

so the relation is 21% too low. Reversing the sign of $g$ gives 1.309, or 31% too high. With the full frequency change and rotation the ratios are 0.787 and 1.303, almost unchanged. Explicit sums over all lines confirm these four cases. For this weak variation the failure follows the change of the dipole between the two minima, and the distortion of the surfaces hardly affects it. If the dipole nearly vanishes at the excited-state minimum, the term with $\tilde A^{-1}$ dominates the denominator, and the distortion matters too.

This settles the choice of method. With a nearly constant dipole, use the emission average and the absorption integral, however unlike the bands are, and include the factor $n^2$ in a solvent. If only absorption is known, the emission average must be calculated, for example from the generating function, with the frequencies of both states, the displacement and the rotation. Their relative signs belong to this input, although in the model used here reversing the rotation changes the rate by only 0.6%. If the dipole varies appreciably between the minima, the absorption strength no longer fixes the emission strength. The latter is set by the average of $\mu^2$ in the vibrational ground state of $e$, and the frequency average must include the varying dipole as well. The numerical output gives the intermediate values along the path.

## Computed results

```
INPUTS
0-0 wavenumber: 25000 cm^-1; dipole mu0: 5.0 D
ground modes: 1400, 600 cm^-1
excited modes at lam=1: 1150, 450 cm^-1
rotation at lam=1: -30 deg
Huang-Rhys factors (g modes): 0.8, 0.5
displacements delta: 1.2649, 1.0000
spread of 0-0 lines (std dev): 150 cm^-1
FULL CASE, lam=1
A reduced: 11 0.6964, 12 -0.3307, 22 1.0417
B matrix: 11 0.2174, 12 0.1972, 22 0.0115
B eigenvalues: -0.1080, 0.3369
Franck-Condon factors (n1,n2): emission, absorption
  (0,0): 0.39181, 0.39181
  (1,0): 0.12311, 0.04715
  (0,1): 0.10699, 0.40518
  (1,1): 0.09412, 0.01212
  (2,0): 0.05536, 0.00388
  (0,2): 0.01587, 0.12066
emission <h>: 1581.35 cm^-1; <h^2>: 6.35482e+06 cm^-2
emission <h^3>: 3.51265e+10 cm^-3
absorption <h>: 415.67 cm^-1; <h^2>: 3.95955e+05 cm^-2
absorption <h^3>: 5.64782e+08 cm^-3
<nu^3> emission: 1.31014e+13 cm^-3
weight p at nonpositive frequency: 1.6e-07
rate factor: 7.84047e-06 s^-1 cm^3
rate k: 1.02722e+08 s^-1; lifetime 1/k: 9.7351 ns
Strickler-Berg constant: 2.8809e-09 (eps L/mol/cm, nu cm^-1)
band average <nu^-3>^-1: 1.31030e+13 cm^-3
integral eps/nu dnu: 2.72155e+03 L/(mol cm)
maximum eps: 7.5689e+04 L/(mol cm)
k from Strickler-Berg: 1.02734e+08 s^-1
predicted ratio with line spread: 1.000121
mirror ratio from mean energies only: 1.1569
mirror ratio from means and variances: 1.1343
MIRROR BREAKING (asym: 0 mirror images, 1 no overlap)
lam  asym   <h>em  <h>abs cm^-1  k s^-1     SB/k     mirror/k line/k
0.00 0.0000 1420.0 1420.0 1.0375e+08 1.000120 1.0000 1.3937
0.25 0.1703 1428.4 1036.7 1.0378e+08 1.000120 1.0451 1.3335
0.50 0.2942 1455.8 743.2 1.0364e+08 1.000120 1.0829 1.2906
0.75 0.3771 1505.6 538.5 1.0330e+08 1.000120 1.1128 1.2643
1.00 0.4276 1581.4 415.7 1.0272e+08 1.000121 1.1354 1.2531
ROTATION ANGLE at full frequency change
deg  asym   <h>em  <h>abs cm^-1  SB/k     mirror/k
-30 0.4276 1581.4 415.7 1.000121 1.1354
0 0.2676 1446.1 945.0 1.000120 1.0573
30 0.4035 1581.4 1754.3 1.000121 0.9763
LINEAR DIPOLE mu = mu0 (1 + g1 x1), sharp lines
lam g1   <mu^2>g/mu0^2 <mu^2>e/mu0^2 k s^-1  k_SB s^-1  k_SB/k
0 +0.1 1.0050 1.2740 1.2963e+08 1.0226e+08 0.7889
0 -0.1 1.0050 0.7680 8.1513e+07 1.0666e+08 1.3086
1 +0.1 1.0050 1.2774 1.2672e+08 9.9697e+07 0.7867
1 -0.1 1.0050 0.7715 8.2488e+07 1.0746e+08 1.3027
```
